Sternheimer equations for an ionic displacement of wavevector q, part 2

The force constants of an insulating crystal are wanted at a wavevector q. The choice is between a supercell in which the displacement pattern repeats and linear equations solved in the primitive cell.

Algebra is in atomic units; the numerical model uses eV and Å. The N cells have origins R and volume Ω. Ion s sits at R+τ_s with local potential U_s, whose Fourier transform is Ũ_s. G is a reciprocal lattice vector.

Kohn-Sham electrons with paired spins and density n move in V = V_ion + V_H[n] + V_xc[n], with a local density functional. Bloch states at k have periodic factors u_v(k) and energies ε_v(k); v labels occupied bands, c empty ones. H(k+q) and P(k+q) are the Hamiltonian and occupied projector acting on periodic functions at k+q, and α exceeds the occupied band width.

Displacing sublattice s by η e^{iq·R} along β changes the ionic potential by e^{iq·r} d_{q,s}(r) per unit η:

d_{q,s}(r) = −e^{−iq·r} Σ_R e^{iq·R} ∂_β U_s(r−R−τ_s),  (11)

d_{q,s}(G) = −(i/Ω)(q+G)_β Ũ_s(q+G) e^{−i(q+G)·τ_s}.

The index s is dropped where not needed. The orbital response is e^{i(k+q)·r} Δu_v(k,q), apart from normalization, with Δu_v periodic and without occupied component. For independent electrons,

[H(k+q) + αP(k+q) − ε_v(k)] Δu_v(k,q) = −[1−P(k+q)] d_q u_v(k),  (9)

Δu_v(k,q) = Σ_c u_c(k+q) ⟨u_c(k+q)|d_q|u_v(k)⟩ / [ε_v(k) − ε_c(k+q)].  (10)

For interacting electrons, the change of the whole potential replaces d_q. For the real pattern η cos(q·R), the density changes by ½[e^{iq·r} Δn_q + e^{−iq·r} Δn_{−q}] per unit η. With time reversal,

Δn_q = (4/N) Σ_kv u_v(k)* Δu_v(k,q).  (13)

A rigid shift (q = 0) gives each occupied orbital ψ the response Δψ = −(1−P)ψ′.

The model is a chain with a = 4 Å and two wells −(depth) exp(−y²/2σ²) per cell, with depths 30 and 20 eV at 0 and 1.6 Å, and σ = 0.5 Å. It uses q = (1/5)(2π/a) = 0.3142 Å⁻¹. For the deeper well, d_q(G=0) = 2.917i eV/Å.

**Closing the equations**

The Hartree potential obeys ∇²V_H = −4πn. A density component Δn_q(G) e^{i(q+G)·r} gives a potential with the same exponential. The Laplacian multiplies it by −|q+G|², so its coefficient is 4πΔn_q(G)/|q+G|².

For a local functional, V_xc at r depends on n at r. Its first-order change is f_xc(r) e^{iq·r} Δn_q(r), where f_xc = dV_xc/dn is evaluated at the periodic ground-state density. A product of periodic functions is periodic. With the phase removed from every term,

Δv_q(r) = d_q(r) + Σ_G [4π/|q+G|²] Δn_q(G) e^{iG·r} + f_xc(r) Δn_q(r).  (14)

The orbital equation becomes

[H(k+q) + αP(k+q) − ε_v(k)] Δu_v(k,q) = −[1−P(k+q)] Δv_q u_v(k).  (15)

Equations (13), (14) and (15) are the self-consistent Sternheimer equations.

To see that self-consistency brings in no further wavevectors, start with Δn_q = 0. Then Δv_q = d_q is periodic, (15) gives periodic Δu, (13) gives periodic Δn_q, and (14) returns a periodic potential. Each pass preserves the form. The same holds without reference to an iteration. The equations are linear in the response, and they map densities of the form e^{iq·r} times a periodic function into the same class. If the linear system is nonsingular, its one solution lies in that class. The condition fails at an electronic instability, where a density change could sustain itself without any ionic displacement.

The Hartree term also needs q+G ≠ 0. As q → 0 in three dimensions, the ionic term with Ũ ~ −4πZ/q² (Z being the ionic charge) grows as 1/q at G = 0, and its value depends on the direction of q. The macroscopic field must then be treated separately.

*Limit.* In a model where q = 0 is harmless, moving all sublattices together must carry the density along: Σ_s Δn_{0,s} = −dn/dx. The Hartree and exchange-correlation potentials follow the density, so the total potential changes by −dV/dx and the orbital solution is the rigid one found earlier. The numerical solution satisfies this within 4×10⁻¹¹ Å⁻².

**One pass through the loop in numbers**

The model chain has four electrons per cell. The electron repulsion w(x) = W e^{−|x|/λ}, with W = 10 eV and λ = 1 Å, replaces the Coulomb interaction. Its transform 2Wλ/(1+λ²p²) replaces 4π/p² and is finite at p = 0. The local potential is V_xc = −X√n with X = 2 eV Å^(1/2), so f_xc = −X/(2√n). The kinetic factor ½ of atomic units becomes 3.81 eV Å².

For q = 0.3142 Å⁻¹ and the deeper well displaced, the converged density coefficient at G = 0 is 0.006−0.120i Å⁻². The repulsion there is 20/(1+0.0987) = 18.20 eV Å. Equation (14) then reads, in eV/Å,

- ionic: 2.917i
- repulsion: 18.20 × (0.0062−0.1195i) = 0.113−2.175i
- converged total: 0.151+0.884i

The difference, about 0.04+0.14i, is the local exchange-like term. Its imaginary part, the larger one, has the sign of the ionic term and opposes the repulsion term. Most of it comes from the negative sign of f_xc: the cell average of f_xc, about −1.12 eV Å, times the G = 0 density coefficient gives −0.007+0.134i. Because f_xc varies across the cell, the product f_xc Δn_q also mixes other coefficients of Δn_q into G = 0. They add about 0.046+0.009i, which changes the imaginary part little and supplies the real part.

Screening leaves 31% of the ionic amplitude at this component. At G = −2π/a and G = +2π/a it leaves 73% and 84%. The repulsion term is 75% of the ionic one in magnitude at G = 0, but 32% and 21% at the other two. The repulsion term itself is not smaller there: its magnitude is 2.2 eV/Å at G = 0 and 3.1 and 2.4 eV/Å at the other two, since the density coefficients grow from 0.12 to 0.40 and 0.54 Å⁻² while the transform of w falls from 18.2 to 7.8 and 4.4 eV Å. The ionic term grows from 2.9 to 9.7 and 11.4 eV/Å, nearly in proportion to the density coefficients (their ratio to it is 0.041, 0.041 and 0.048), so the share of the repulsion term roughly follows the fall of the transform of w.

At k = 0.471 Å⁻¹ the norms of Δu for the two occupied bands are 0.73 and 0.28 Å⁻¹. The lower band responds more, although it lies 23.9 eV below the first empty band at k+q and the upper band only 16.5 eV below. In (10) every energy denominator is larger for the lower band. At least some of its matrix elements to the empty bands must therefore be larger than those of the upper band.

**From the response to the force constants**

Let E be the electronic energy, without the direct interaction between ions. E is stationary with respect to the orbitals, so its derivative with respect to the position of ion t in cell R′ involves only the explicit dependence of V_ion:

∂E/∂X_t(R′) = −∫ n(r) ∂_γ U_t(r−R′−τ_t) d³r,

where γ is the Cartesian direction of that derivative. Displace sublattice s by η e^{iq·R} along β and define C_ts(q) by writing the change of this derivative as η e^{iq·R′} C_ts(q). There are two contributions.

The first comes from the density response. Write the position as r+R, with r in one cell, and set R″ = R′−R:

−∫ e^{iq·r} Δn_{q,s}(r) ∂_γ U_t(r−R′−τ_t) d³r
= e^{iq·R′} ∫_cell Δn_{q,s}(r) [−e^{iq·r} Σ_R″ e^{−iq·R″} ∂_γ U_t(r−R″−τ_t)] d³r.

The integral on the first line covers the crystal. The square bracket is the conjugate of d_{q,t} from (11), taken for direction γ.

The second contribution exists if the ion itself has moved. Differentiating −∂_γ U_t with respect to the ion's position along β gives +∂_γ ∂_β U_t. Together,

C_ts(q) = ∫_cell d_{q,t}* Δn_{q,s} d³r + δ_ts ∫ n(r) ∂_γ ∂_β U_t(r−τ_t) d³r.  (16)

The second integral covers all space. It converges for short-ranged ion potentials such as those of the model. For a Coulomb tail in three dimensions, the part that comes from the average density depends on the shape of the region of integration, and it has to be combined with the corresponding part of the ion-ion sum, which cancels this dependence in a neutral crystal. For phonons, the direct ion-ion part must be added in any case.

*Limit.* For short-ranged ion potentials, a rigid shift leaves E unchanged and produces no net electronic force constant, so Σ_s C_ts(0) = 0. The model gives C_11(0) = −13.69 and C_12(0) = +13.69 eV/Å², with row sums below 10⁻⁹ eV/Å².

**Comparison with displaced supercells**

The independent check uses ten cells. Their wells are displaced by ±0.001 Å times cos(qR), and the electrons are made self-consistent each time. Differences of density, forces and energy are compared with the primitive-cell results.

The density change per unit displacement reaches 2.11 Å⁻². It differs from the Sternheimer prediction by at most 5×10⁻⁶ Å⁻², or 2.4×10⁻⁶ of that maximum. This is comparable with (0.001/0.5)² = 4×10⁻⁶, a rough measure of the finite-step error.

The force constants at q, from (16) and equally from the supercell forces to the digits shown, are

- C_11 = −13.015 eV/Å² (−0.1339 Ha/bohr²)
- C_12 = 14.599+0.396i eV/Å²
- C_22 = −11.835 eV/Å²

and C_21 is the conjugate of C_12. Doubling the number of k points leaves C_11 unchanged at this precision. The negative diagonal values do not show that the chain is unstable, because the ion-ion part is absent and the wells have not been relaxed.

The energy gives a third route to C_11. For the cosine pattern, the second-order energy per cell is ½C_11η² times the average of cos²(qR), which is ½. Hence C_11 is twice the second derivative of the energy per cell. The supercell energies give −13.015 eV/Å² again.

The supercell also shows where the separation of wavevectors ends. In the central difference that estimates the first-order density change, a fraction 2×10⁻¹³ of the squared Fourier weight lies outside the classes ±q. This is a finite-step remainder. The difference retains a third-order term, which carries ±3q as well as ±q and whose amplitude is proportional to the square of the step. Its share of the weight therefore grows as the fourth power of the step, and doubling the step raises it to 3×10⁻¹². A second-order term contains two factors of the displacement, so the wavevectors ±q combine to 0 and ±2q. Their computed shares are 0.667 and 0.333. If the second-order change simply followed cos²(qR) = ½ + ½cos(2qR), the amplitudes would be ½ at 0 and ¼ at each of ±2q. The squares, ¼ and 2 × 1/16, give shares of 2/3 and 1/3, close to those found.

For the decision at the start, the sizes are these. At the sample k point, the equation at k+q uses 18 plane waves, while the ten-cell supercell uses 179 at the same cutoff. The smallest supercell for this q, five cells, needs 89 at its zone centre, and two k points to sample the same mesh. The primitive calculation repeats the small problem for each k and each occupied band. A longer repeat distance of the displacement pattern does not enlarge its basis. The supercell remains the direct route when displacements are large enough for the second-order terms to matter.

Computed results

```
hbar^2/2m = 3.8100 eV A^2
lattice constant 4.0 A; wells at 0.0, 1.6 A
well depths 30, 20 eV; width 0.5 A
repulsion 10 eV, range 1.0 A; X = 2.0 eV A^(1/2)
cutoff 750 eV; grid 48 per cell; k points 10
q = 2/10 of 2pi/a = 0.31416 1/A; displacement 0.001 A
gap on mesh 6.8344 eV; occupied width 9.2845 eV
alpha = 18.5690 eV
density min, max: 0.2737, 1.8305 1/A
ionic factor: cell-to-cell change 2.7e-13 eV/A
same with phase kept: 69.221 eV/A
coupling k to k+q: smallest 15.561 eV/A
coupling k to k+q: largest 19.440 eV/A
coupling to any other k: largest 8.1e-15 eV/A
sample k = 0.47124 1/A, k+q = 0.78540 1/A
  energies at k, bands 1 2: -0.1452, 7.2311 eV
  energies at k+q, bands 1 2 3: 0.0164, 6.5620, 23.7664 eV
  norm of du, bands 1 2: 0.7340, 0.2804 1/A
  plane waves at k+q: 18; in supercell: 179
smallest |eigenvalue| without alpha 6.3e-14 eV
smallest eigenvalue with alpha 7.6595 eV
Sternheimer minus sum over empty states 8.5e-15 1/A
dn change when alpha is 2.5 times larger 5.2e-16 1/A^2
dn(-q) minus conjugate of dn(q) 4.4e-15 1/A^2
well 1 moved, Fourier coefficients at q+G:
  G=-1: dn unscreened 0.0344+0.5197j, final 0.0247+0.3995j 1/A^2
  G=-1: dv ionic 0.0000-9.6963j, final 0.1848-7.0537j eV/A
  G=+0: dn unscreened 0.0012-0.1363j, final 0.0062-0.1195j 1/A^2
  G=+0: dv ionic 0.0000+2.9168j, final 0.1511+0.8842j eV/A
  G=+1: dn unscreened 0.0512-0.6515j, final 0.0354-0.5427j 1/A^2
  G=+1: dv ionic 0.0000+11.3642j, final 0.1062+9.5713j eV/A
largest supercell density slope, well 1: 2.1081 1/A^2
its difference from Sternheimer, wells 1 2: 5.0e-06, 3.2e-06 1/A^2
first order, share outside +-q: 2.0e-13
second order, share at 0: 0.6669, at +-2q: 0.3331
electronic force constants, eV/A^2 (Sternheimer | supercell forces):
  C11: -13.0147+0.0000j | -13.0147+0.0000j
  C12: 14.5990+0.3960j | 14.5990+0.3960j
  C21: 14.5990-0.3960j | 14.5990-0.3960j
  C22: -11.8350-0.0000j | -11.8350+0.0000j
C11 from supercell energies: -13.0147 eV/A^2
C11 in atomic units: -0.13393 Ha/bohr^2
C11 with 20 k points: -13.0147 eV/A^2
q=0: C11 -13.6924, C12 13.6924 eV/A^2
q=0: largest row sum 1.9e-10 eV/A^2
q=0: summed dn plus dn0/dx, largest 3.2e-11 1/A^2
```
